# Is an atom's share of a molecule's polarizability an observable?

**Question**

I am estimating how much absorbed water raises the refractive index of a porous low-k film, and I wanted to know how much of the effect comes from the oxygen atom. I computed the density response of one water molecule to a uniform field and divided it among the atoms. With Hirshfeld weights the oxygen polarizability is 0.58 Å\(^3\). With Becke cells it is 0.38 Å\(^3\). The molecule and the electronic-structure method are the same in both cases. Which value is right, and could a measurement decide?

**Answer**

Neither value is more right than the other, and measuring the polarizability cannot decide between them. The measurement fixes the total. Dividing the total among atoms takes two further rules, and neither appears in the Hamiltonian.

**What the field fixes**

Hold the nuclei fixed and apply a weak, static, uniform field \(\mathbf F\). In atomic units the Hamiltonian is \(H_0-\hat{\boldsymbol\mu}\cdot\mathbf F\), and the energy to second order is

\[
E(\mathbf F)=E_0-\sum_k\mu_k^0F_k-\tfrac12\sum_{kj}\alpha_{kj}F_kF_j .
\]

For an exact state, or a variational one such as Hartree–Fock in a field-independent basis, \(\partial E/\partial F_k=-\mu_k\). Hence

\[
\alpha_{kj}=\frac{\partial\mu_k}{\partial F_j}=-\frac{\partial^2E}{\partial F_k\,\partial F_j}.
\]

Let \(\delta\rho_j(\mathbf r)\) be the induced charge density per unit field along \(j\), with the electron's negative sign included. The nuclei do not move, so

\[
\alpha_{kj}=\int r_k\,\delta\rho_j(\mathbf r)\,d^3r,\qquad \int\delta\rho_j(\mathbf r)\,d^3r=0 .
\]

The second equation says that the field moves electrons without adding any. No atom has been defined so far.

**First choice: where one atom ends**

Choose weights with \(\sum_a w_a(\mathbf r)=1\) everywhere. Each atom, with its nucleus at \(\mathbf R_a\), then receives an induced charge and a local dipole about its own nucleus:

\[
q_{aj}=\int w_a\,\delta\rho_j\,d^3r,\qquad
d_{a,kj}=\int w_a\,(r_k-R_{a,k})\,\delta\rho_j\,d^3r .
\]

Insert \(1=\sum_a w_a\) into the integral for \(\alpha_{kj}\) and write \(r_k=(r_k-R_{a,k})+R_{a,k}\):

\[
\alpha_{kj}=\sum_a\left(d_{a,kj}+R_{a,k}\,q_{aj}\right).
\]

This holds for any such weights. Changing them moves response from one atom to another and leaves the sum alone.

Hirshfeld weights divide each point in proportion to the free-atom densities, computed here in the same basis: oxygen as a spherically averaged, spin-restricted Hartree–Fock atom, and hydrogen as the one-electron atom, with no self-repulsion. Other free-atom densities would change the Hirshfeld values below. Becke cells divide space by a smooth function of the distances to the nuclei; here they use the usual three iterations of the smoothing polynomial and have no adjustment for atomic size. Going from one to four iterations moves oxygen's local part from 0.395 to 0.376 Å\(^3\). A Mulliken split divides by basis function instead. If \(D^j\) is the first-order density matrix and \(S\) the overlap matrix, then

\[
q_{aj}=-\sum_{p\in a}\sum_s D^j_{ps}S_{sp},\qquad
d_{a,kj}=-\sum_{p\in a}\sum_s D^j_{ps}\langle s|r_k-R_{a,k}|p\rangle .
\]

Adding \(R_{a,k}q_{aj}\) cancels the \(R_{a,k}\) term in \(d_{a,kj}\). The sum over atoms is then \(-\mathrm{Tr}(D^jr_k)=\alpha_{kj}\), as before.

**Second choice: who owns the charge flow**

The term \(\sum_a R_{a,k}q_{aj}\) comes from charge that passes between atoms. One way to assign it is to take each atom's moment about a common origin \(\mathbf O'\):

\[
\alpha^{(a)}_{kj}(\mathbf O')=d_{a,kj}+(R_{a,k}-O'_k)\,q_{aj}.
\]

Moving the origin by \(\mathbf s\) changes this by \(-s_kq_{aj}\). The changes add to \(-s_k\sum_aq_{aj}=0\), so the total stays put while the shares move.

The condition used is that the *induced* charge sums to zero. The molecule itself need not be neutral. Take OH\(^-\), with total charge \(-1\), made by removing one proton from the water geometry used below. Moving the origin by 5.292 Å along the symmetry axis of that water molecule changes the permanent dipole along the axis by 5.292 e Å. The computed polarizability along the same axis, which is not the O–H bond direction, is 2.24 Å\(^3\) before and after. Only the equality matters here. The value itself is far from converged for this diffuse anion: aug-cc-pVTZ gives 2.53 Å\(^3\), and aug-cc-pVDZ with a second set of diffuse functions gives 3.05 Å\(^3\).

The origin can be removed by using flows between pairs. Let \(t_{ab}=-t_{ba}\) be the charge that atom \(a\) receives from atom \(b\), for a given field direction, so that \(q_a=\sum_bt_{ab}\). Then

\[
\sum_a\mathbf R_aq_a=\sum_{ab}\mathbf R_at_{ab}
=\tfrac12\sum_{ab}(\mathbf R_at_{ab}+\mathbf R_bt_{ba})
=\sum_{a<b}(\mathbf R_a-\mathbf R_b)\,t_{ab}.
\]

The second step averages the double sum with its relabelled copy; the third uses \(t_{ba}=-t_{ab}\). Only differences of position remain, and each pair's dipole can be given half to each end. The halving is itself a convention.

If the allowed flows form a closed ring, the flows are not unique either. In water, allow O–H1, H1–H2 and H2–O. The H1–H2 link is a bookkeeping path, not a chemical bond. Add the same \(c\) to \(t_{O1}\), \(t_{12}\) and \(t_{2O}\). Each atom gains \(c\) from one neighbour and passes \(c\) to the other, so every \(q_a\) is unchanged. The total dipole changes by

\[
c\left[(\mathbf R_O-\mathbf R_1)+(\mathbf R_1-\mathbf R_2)+(\mathbf R_2-\mathbf R_O)\right]=0 .
\]

Oxygen owns half of its two links, so its share changes by

\[
\tfrac c2\left[(\mathbf R_O-\mathbf R_1)+(\mathbf R_2-\mathbf R_O)\right]=\tfrac c2(\mathbf R_2-\mathbf R_1).
\]

A field along the H–H direction moves charge from one hydrogen to the other. The ledger may send it through oxygen or directly. The initial and final densities are the same, and a static response contains no record of a route. If the H–H link is forbidden, this freedom disappears, but forbidding it is again a rule.

**Numbers for water**

The following values are from restricted Hartree–Fock in the aug-cc-pVDZ basis, at the geometry optimized at that level. Oxygen is at the origin, \(z\) is the symmetry axis pointing to the hydrogen side, \(y\) is the H–H direction, and H1 lies at \(y=0.7533\), \(z=0.5683\) Å. Linear response gives \(\alpha_{xx},\alpha_{yy},\alpha_{zz}=1.0757,\,1.3039,\,1.1641\) Å\(^3\). Second differences of the energy at fields of \(\pm0.003\) atomic units give 1.0758, 1.3039 and 1.1642 Å\(^3\). One third of the trace is 1.1812 Å\(^3\), or 7.971 atomic units.

Take the Hirshfeld charges at 1 MV/cm, which is 0.01 V/Å. A \(y\) field gives H1 a charge of \(256.67\times10^{-6}\) e and H2 the opposite. A \(z\) field gives oxygen \(-297.25\times10^{-6}\) e and the two hydrogens together the opposite. An \(x\) field, normal to the molecular plane, gives no atomic charges by symmetry. Dividing dipole by field and multiplying by \(e^2/4\pi\varepsilon_0=14.40\) eV Å gives the charge-flow parts as volumes:

\[
yy:\ \frac{2(0.7533)(256.67\times10^{-6})}{0.01}\,14.40=0.557\ \text{Å}^3,
\]

\[
zz:\ \frac{(0.5683)(297.25\times10^{-6})}{0.01}\,14.40=0.243\ \text{Å}^3 .
\]

One third of their sum is 0.267 Å\(^3\). The local dipoles supply 0.9145 Å\(^3\), and together they restore 1.181 Å\(^3\). Leaving out charge flow would lose 23 % of the total here, 31 % with the Becke cells and 47 % with the Mulliken split.

The isotropic oxygen share, in Å\(^3\), is:

| Charge flow assigned by | Hirshfeld | Becke | Mulliken |
|---|---|---|---|
| origin at O | 0.577 | 0.378 | 0.545 |
| origin midway between H atoms | 0.658 | 0.484 | 0.730 |
| pair flow through O | 0.710 | 0.563 | 0.825 |
| pair flow, H–H direct | 0.617 | 0.431 | 0.637 |

Your two values are the first two entries of the first row. All twelve splits add up to 1.1812 Å\(^3\), yet oxygen's part runs from 32 % to 70 % of it. Even the ranking changes within this table: Hirshfeld gives oxygen more than Mulliken in the first row and less in the others. The first-row gap is small. A different free oxygen reverses it: a spherically averaged unrestricted Hartree–Fock atom gives 0.537, below Mulliken's 0.545. A larger basis closes it: aug-cc-pVTZ gives 0.600 for Hirshfeld and 0.602 for Mulliken. In that basis the Hirshfeld and Becke entries rise by about 0.02 Å\(^3\) and the Mulliken entries by 0.04 to 0.08 Å\(^3\), so the three digits identify this calculation and are not converged values. With these Becke cells and the origin at O, each hydrogen (0.402 Å\(^3\)) exceeds the oxygen; with a single smoothing iteration the two are about equal (0.393 and 0.395).

The Hirshfeld column can be traced by hand. With the origin at the oxygen nucleus, oxygen keeps only its local part, 0.577. With the origin midway between the hydrogens, oxygen's charge supplies the whole \(zz\) flow term: \(0.577+0.243/3=0.658\). With all flow booked through oxygen, it owns half the flow dipole: \(0.577+0.267/2=0.710\). Sending the \(y\) flow directly between the hydrogens removes half of the \(yy\) term: \(0.710-0.557/(2\times3)=0.617\).

These twelve values do not bound the possibilities. Put the origin at height \(z\) on the axis. Oxygen's isotropic share is then \(0.577-z\,q_{Oz}/3\), where \(q_{Oz}\) is its charge per unit \(z\) field. In the volume units used above, \(q_{Oz}=-0.428\) Å\(^2\). The share vanishes at \(z=3(0.577)/(-0.428)\approx-4.04\) Å, and the total with that origin is still 1.1812 Å\(^3\). Because the share is linear in \(z\) with a nonzero slope, a suitable origin can give it any value.

**What this means for the film**

In the estimate below, the index depends on the molecule only through the total. For point dipoles on a cubic lattice the local field is \(E+P/3\varepsilon_0\); in a disordered isotropic medium this is an approximation. With \(N\) molecules per volume and \(P=N\alpha(E+P/3\varepsilon_0)\), where \(\alpha\) is now in SI units, set \(x=N\alpha/3\varepsilon_0\). Solving for \(P\) gives

\[
n^2-1=\frac{P}{\varepsilon_0E}=\frac{3x}{1-x},\qquad \frac{n^2-1}{n^2+2}=x .
\]

In terms of the polarizability volume \(\alpha'=\alpha/4\pi\varepsilon_0\), \(x=4\pi N\alpha'/3\). I assume that film and water add in \(x\) and that the film does not swell. Take \(n^2=1.8\) for the dry film and an uptake of one molecule per nm\(^3\), both chosen for illustration:

\[
x=\frac{0.8}{3.8}+\frac{4\pi}{3}(1.1812\times10^{-3})=0.2105+0.0049=0.2155 ,
\]

where the last digit reflects rounding of the terms. Then \(n^2=(1+2x)/(1-x)=1.824\), a rise of 0.024 in \(n^2\), or about 0.009 in \(n\) itself. Booked in proportion to the twelve tabulated shares, the part of the rise in \(n^2\) "due to oxygen" runs from 0.008 to 0.017, and other origins would give values outside that range. No measurement of this rise can choose among those bookings.

The rise itself is a model estimate. Relative to the polarizability used, MP2 gives 13 % more, a larger basis (aug-cc-pVTZ) 3.6 % more, and the response at 633 nm 1.4 % more. All three raise the estimate. MP2 in aug-cc-pVTZ gives 17.5 % more, and the longer experimental bond adds about 2 % at the Hartree–Fock level. Swelling would lower it, because it dilutes the film material: with the number of molecules unchanged, a volume increase of \(0.0049/0.2105\), a little over 2 %, would cancel the rise. Real water sits on pore walls or in clusters, which breaks the assumption of uniform mixing. Dropping the local-field enhancement altogether would lower the rise in \(n^2\) to 0.015; this shows how much the local field contributes, and is not a model of water on walls or in clusters. At low frequency the nuclei also respond. Vibration adds 4 % to the polarizability. A freely rotating dipole would add \(\mu^2/3kT\), which is 31 Å\(^3\) at 300 K with the Hartree–Fock dipole, or 26 times the electronic value. Water bound to a wall is not free to rotate, so that figure shows the possible importance of orientation and does not predict the film's k. The optical estimate should not be used for the low-frequency k.

**When atomic values are still useful**

They can compare molecules or sites if the weights, the flow rule, the basis and the level of theory are all held fixed, and if the rule treats equivalent atoms alike. A single common origin does not do this in general, because an atom's share then depends on where it lies relative to that origin. They can also serve as parameters of an additive model, which is then judged by how well it predicts *total* polarizabilities. Values from different schemes should not be mixed: the Mulliken oxygen with flow through O plus two Becke hydrogens with the origin at O gives \(0.825+2(0.402)=1.63\) Å\(^3\), which is 38 % above the molecule's own polarizability. The numerical output lists the hydrogen shares for every case.

## Table of computed values

```
Axes: z = symmetry axis from O to H side, y = H-H direction, x = normal
O-H length 0.9436 angstrom; H-O-H angle 105.93 degree
H1 position y, z: 0.7533, 0.5683 angstrom (O at 0)
alpha xx, yy, zz (response): [1.0757 1.3039 1.1641] angstrom^3
alpha xx, yy, zz (energy)  : [1.0758 1.3039 1.1642] angstrom^3
isotropic alpha 1.1812 angstrom^3 = 7.971 atomic units
Hirshfeld: at 1 MV/cm, q(H1) for y field 256.67, q(O) for z field -297.25 (1e-6 e)
  sum of local dipole parts 0.9145, charge-flow part 0.2667 angstrom^3
  origin at O      O   0.5769, each H   0.3022, sum 1.1812 angstrom^3
  origin mid-HH    O   0.6580, each H   0.2616, sum 1.1812 angstrom^3
  flow through O   O   0.7102, each H   0.2355, sum 1.1812 angstrom^3
  flow H-H direct  O   0.6174, each H   0.2819, sum 1.1812 angstrom^3
Becke equal-size: at 1 MV/cm, q(H1) for y field 364.41, q(O) for z field -388.95 (1e-6 e)
  sum of local dipole parts 0.8116, charge-flow part 0.3696 angstrom^3
  origin at O      O   0.3779, each H   0.4017, sum 1.1812 angstrom^3
  origin mid-HH    O   0.4840, each H   0.3486, sum 1.1812 angstrom^3
  flow through O   O   0.5627, each H   0.3093, sum 1.1812 angstrom^3
  flow H-H direct  O   0.4310, each H   0.3751, sum 1.1812 angstrom^3
Mulliken: at 1 MV/cm, q(H1) for y field 518.43, q(O) for z field -676.75 (1e-6 e)
  sum of local dipole parts 0.6217, charge-flow part 0.5595 angstrom^3
  origin at O      O   0.5450, each H   0.3181, sum 1.1812 angstrom^3
  origin mid-HH    O   0.7296, each H   0.2258, sum 1.1812 angstrom^3
  flow through O   O   0.8248, each H   0.1782, sum 1.1812 angstrom^3
  flow H-H direct  O   0.6373, each H   0.2720, sum 1.1812 angstrom^3
lowest, highest O share 0.3779, 0.8248 angstrom^3
lowest, highest O share 32.0, 69.8 % of total
Hirshfeld O share is zero for origin at z = -4.043 angstrom
  total with that origin 1.1812 angstrom^3
OH anion: origin shift 5.292 angstrom, permanent dipole change 5.292 e angstrom
  alpha zz before, after shift: [2.2375 2.2375] angstrom^3
film: host n^2 1.8, water density 1.0 nm^-3
rise of n^2 from total alpha 0.0240; without local field 0.0148
  part booked to O, lowest and highest: 0.0077, 0.0167
MP2 isotropic alpha 1.3347 angstrom^3 (+13.0 %)
aug-cc-pVTZ RHF alpha 1.2240 angstrom^3 (+3.6 %)
alpha at 633 nm 1.1974 angstrom^3 (+1.4 %)
vibrational alpha 0.0487 angstrom^3 (4.1 % of electronic)
permanent dipole 0.4090 e angstrom; temperature 300 K
free-orientation alpha 31.06 angstrom^3 (26.3 times electronic)
orientation at 1 MV/cm: mu F/kT 0.158, saturation -0.17 %
field nonlinearity at 1 MV/cm, |beta| F/(2 alpha_zz): 5.4e-05
```
